# Fine and hyperfine matrix of helium-3 1s2p: is J conserved?

**Question**

I am trying to find the levels of the $2\,^3P$ term of helium-3. My first attempt took each fine-structure level $J=0,1,2$ and added a hyperfine energy $A_J\,\mathbf I\cdot\mathbf J$. But the hyperfine coupling is several GHz, and the $J=1$ and $J=2$ levels are only about 2 GHz apart, so I don't trust this.

How do I build the whole matrix, with $2\,^1P_1$ included, and get every sign right? Does $J$ survive as a quantum number? If it doesn't, is the singlet to blame?

**Answer**

Treat all the states of 1s2p together: $3$ orbital states, $2\times2$ electron spin states and $2$ nuclear spin states, 24 in all. Rotational symmetry cuts this matrix into blocks no larger than $3\times3$.

**The Hamiltonian**

Let $\mathbf s_s,\mathbf s_p$ be the spins of the 1s and 2p electrons, in units of $\hbar$, with $\mathbf S=\mathbf s_s+\mathbf s_p$ and $\mathbf d=\mathbf s_p-\mathbf s_s$. Labelling the electrons by orbital is legitimate for one-electron operators. In the antisymmetrized state such an operator acts on the occupant of one orbital at a time, and terms turning s into p or p into s leave the configuration. So

$$H=\sum_J E_JP(^3P_J)+E_SP(^1P)+\zeta\,\mathbf L\cdot\mathbf d+a\,\mathbf s_s\cdot\mathbf I+bN,$$
$$N=\mathbf L\cdot\mathbf I+3(\mathbf s_p\cdot\hat r)(\mathbf I\cdot\hat r)-\mathbf s_p\cdot\mathbf I .$$

The $P$ are projectors. The $E_J$ hold the fine structure within the triplet, including the spin-spin interaction. That interaction is symmetric in the two spins and cannot join singlet to triplet; $\mathbf d$ is antisymmetric and does nothing else.

Every term is a scalar under joint rotation of electrons and nucleus, so $\mathbf F=\mathbf J+\mathbf I$ is conserved. The first three terms are also scalars under rotation of the electrons alone and conserve $\mathbf J$. The last two contain $\mathbf I$ times an electronic vector, which can change $J$ by one. The question is whether those elements vanish.

**The couplings**

The moments are $-2\mu_B\mathbf s$ and $g_I\mu_N\mathbf I$. In atomic units $\mu_0/4\pi=\alpha^2$, $\mu_B=1/2$ and $\mu_N=m_e/2m_p$, so the common prefactor of the magnetic interaction is

$$k=\alpha^2\,2\mu_B\,g_I\mu_N=\frac{\alpha^2g_Im_e}{2m_p}.$$

The orbital and dipole parts give $b=k\langle r^{-3}\rangle$. The contact energy $-\frac{2\mu_0}{3}\boldsymbol\mu_e\cdot\boldsymbol\mu_I\,\delta(\mathbf r)$ gives $a=k\frac{8\pi}{3}|\psi_{1s}(0)|^2$. I use hydrogenic orbitals, 1s with charge $Z=2$ and 2p with charge 1. Then $|\psi_{1s}(0)|^2=8/\pi$ and

$$\langle r^{-3}\rangle=\frac1{24}\int_0^\infty re^{-r}dr=\frac1{24}.$$

For $\zeta$, the nucleus contributes $\frac{\alpha^2Z}{2r^3}\mathbf L\cdot\mathbf s_p$. The Breit interaction between electrons contributes

$$-\frac{\alpha^2}{2}\sum_{i\ne j}\frac{\mathbf r_{ij}\times\mathbf p_i}{r_{ij}^3}\cdot(\mathbf s_i+2\mathbf s_j).$$

With the same radial 2p function in singlet and triplet, as assumed here, only its direct part is needed for $\zeta$. The exchange elements between singlet and triplet are symmetric in the two real p orbitals, whereas those of $\mathbf L$ are antisymmetric, so exchange contributes to the $E_J$ but not to $\zeta$. If $i$ is the 2p electron, averaging over the spherical 1s cloud replaces $\mathbf r_{ij}/r_{ij}^3$ by $Q(r)\mathbf r/r^3$, with $Q$ the enclosed charge. If $i$ is the 1s electron, the operator is Hermitian but $-i$ times a real operator, so its mean in a real orbital is zero. With $q$ the $r^{-3}$-weighted mean of $Q$,

$$\alpha^2\langle r^{-3}\rangle\left[\tfrac{Z-q}{2}\mathbf L\cdot\mathbf s_p-q\,\mathbf L\cdot\mathbf s_s\right].$$

Insert $\mathbf s_p=(\mathbf S+\mathbf d)/2$ and $\mathbf s_s=(\mathbf S-\mathbf d)/2$. The $\mathbf S$ part belongs to $E_J$, and the $\mathbf d$ part is

$$\zeta=\alpha^2\langle r^{-3}\rangle\left[\tfrac{Z-q}{4}+\tfrac q2\right]=\alpha^2\langle r^{-3}\rangle\frac{Z+q}{4}.$$

Here $Q=1-e^{-4r}(1+4r+8r^2)$, so

$$1-q=\int_0^\infty re^{-5r}(1+4r+8r^2)dr=\tfrac1{25}+\tfrac8{125}+\tfrac{48}{625}=0.1808 .$$

**Contact term inside the triplet**

Here $\mathbf s_s\to\mathbf S/2$, so we need $\mathbf I\cdot\mathbf S$. Since $L=S=1$, $\mathbf S\cdot\mathbf J=\mathbf J^2/2$, and within one $J$ the vector $\mathbf S$ acts as $\mathbf J/2$. Also $\mathbf I\cdot\mathbf J=J/2$ for $F=J+\frac12$ and $-(J+1)/2$ for $F=J-\frac12$. The diagonal elements of $\mathbf I\cdot\mathbf S$ are therefore

- $F=\frac12$: $0$ for $^3P_0$ and $-\frac12$ for $^3P_1$;
- $F=\frac32$: $\frac14$ for $^3P_1$ and $-\frac34$ for $^3P_2$;
- $F=\frac52$: $\frac12$ for $^3P_2$.

For the off-diagonal elements, couple $\mathbf K=\mathbf S+\mathbf I$ first. Then $\mathbf I\cdot\mathbf S=\frac12[K(K+1)-\frac{11}4]$, which is $-1$ for $K=\frac12$ and $\frac12$ for $K=\frac32$. With $L=1$, each of $F=\frac12$ and $F=\frac32$ contains both values once, so each $2\times2$ determinant is $-\frac12$:

$$0-x^2=-\tfrac12\Rightarrow x=\tfrac1{\sqrt2},\qquad -\tfrac3{16}-y^2=-\tfrac12\Rightarrow y=\tfrac{\sqrt5}4 .$$

Both are made positive by choosing the phases of $^3P_0$ and $^3P_2$. Since $y\ne0$, the contact term joins $J=1$ to $J=2$.

**The singlet column**

On the spin singlet $|0\rangle$, $\mathbf s_s=-\mathbf s_p$, so $d_i|0\rangle=2s_{p,i}|0\rangle$ and $\langle0|d_id_j|0\rangle=\delta_{ij}$. Hence $\mathbf L\cdot\mathbf d$ acting on $^1P_1$ has squared norm $\langle\mathbf L^2\rangle=2$. It conserves $J$, so it leads to $^3P_1$, whose phase we fix by

$$\langle{}^3P_1|\mathbf L\cdot\mathbf d|{}^1P_1\rangle=\sqrt2 .$$

Between these two levels $\mathbf d=c\mathbf J$. To find $c$, note $\mathbf S\cdot\mathbf d=\mathbf s_p^2-\mathbf s_s^2=0$, so $\mathbf J\cdot\mathbf d=\mathbf L\cdot\mathbf d$. This gives $2c=\sqrt2$, or $c=1/\sqrt2$.

$\mathbf S$ annihilates the singlet, so $\mathbf s_s\cdot\mathbf I$ acts there as $-\frac12\mathbf I\cdot\mathbf d$. Its $^3P_1$–$^1P_1$ element is $-\mathbf I\cdot\mathbf J/(2\sqrt2)$: $\sqrt2/4$ for $F=\frac12$ and $-\sqrt2/8$ for $F=\frac32$.

The other elements follow because $\mathbf I\cdot\mathbf d$ conserves $K$. The singlet has $K=\frac12$, so its column is proportional to the triplet eigenvector with $\mathbf I\cdot\mathbf S=-1$. Call its components $(u,v)$ in order of rising $J$:

- $F=\frac12$: $v/\sqrt2=-u$. From $v=\sqrt2/4$, $u=-\frac14$.
- $F=\frac32$: $u/4+\sqrt5v/4=-u$, so $v=-\sqrt5u$. From $u=-\sqrt2/8$, $v=\sqrt{10}/8$.

The singlet's diagonal contact element is zero.

**The dipole term**

Write $N=\mathbf n\cdot\mathbf I$, with $n_i=L_i+Q_{ij}s_{p,j}$ and $Q_{ij}=3\hat r_i\hat r_j-\delta_{ij}$. Between two given $J$ levels all vector operators are proportional (Wigner–Eckart theorem), so one component suffices to compare $\mathbf n$ with $\mathbf S$ or $\mathbf d$.

Use Cartesian p orbitals $x,y,z$ and triplet spin states $d_x|0\rangle,d_y|0\rangle,d_z|0\rangle$, and let $xy$ mean orbital $x$ with spin state $y$. For both factors the $z$ component of angular momentum takes $x\to iy$, $y\to-ix$, $z\to0$, and cyclically for the others. The average of $\hat r_a\hat r_b\hat r_i\hat r_j$ over directions is $(\delta_{ab}\delta_{ij}+\delta_{ai}\delta_{bj}+\delta_{aj}\delta_{bi})/15$, so

$$\langle a|Q_{ij}|b\rangle=\tfrac35(\delta_{ai}\delta_{bj}+\delta_{aj}\delta_{bi})-\tfrac25\delta_{ab}\delta_{ij}.$$

Thus $Q_{zx}$ swaps $x,z$ with factor $\frac35$ and kills $y$; $Q_{zy}$ does the same for $y,z$ and kills $x$; $Q_{zz}$ is $-\frac25,-\frac25,\frac45$ on $x,y,z$. In the triplet $n_z=L_z+T/2$ with $T=Q_{zj}S_j$.

*$J=0$ to 1.* On $xx+yy+zz$, $S_z$ gives $i(xy-yx)$. $T$ gives $-\frac{2i}5xy+\frac{2i}5yx$ from the first two terms and $-\frac{3i}5xy+\frac{3i}5yx$ from the third, in total $-i(xy-yx)$. So $T=-S_z$. Since $J_z=0$ here, $L_z=-S_z$, and $\mathbf n=-\frac32\mathbf S$.

*From $J=1$.* On $yz-zy$ (unnormalized),

$$S_z\to i\,zx,\quad L_z\to-i\,xz,\quad T\to\tfrac{7i}5zx-\tfrac{3i}5xz .$$

The part along $zx+xz$ has $J=2$. Its coefficients are $\frac i2,-\frac i2,\frac{2i}5$, so $n_z$ has $-\frac i2+\frac i5=-\frac{3i}{10}$ and $\mathbf n=-\frac35\mathbf S$. The part along $zx-xz$ has $J=1$. Its coefficients are $\frac i2,\frac i2,i$, so $n_z$ has $i$ and $\mathbf n=2\mathbf S=\mathbf J$.

*Within $J=2$.* In the stretched state $L_z=S_z=1$ and $\langle T\rangle=-\frac25$, so $n_z=\frac45$ with $J_z=2$, and $\mathbf n=\frac25\mathbf J$.

*Singlet.* Within $^1P_1$, $\mathbf n=\mathbf L=\mathbf J$. Towards the triplet, $n_z=\frac12Q_{zj}d_j$. On orbital $x$, $d_z$ gives $xz$ and $Q_{zj}d_j$ gives $\frac35zx-\frac25xz$. The antisymmetric parts have ratio $-1$ and the symmetric parts $\frac15$, so $\mathbf n=-\frac12\mathbf d$ for $J=1$ and $\frac1{10}\mathbf d$ for $J=2$. On orbital $z$, the overlaps with $xx+yy+zz$ are $\frac35+\frac35+\frac45=2$ against 1 for $d_z$, so $\mathbf n=\mathbf d$ for $J=0$.

Now multiply the earlier elements of $\mathbf I\cdot\mathbf S$, $\mathbf I\cdot\mathbf J$ and $\mathbf I\cdot\mathbf d$ (minus twice the contact singlet column) by these factors.

**The blocks**

For $F=\frac12$, in the order $^3P_0,{}^3P_1,{}^1P_1$ (symmetric, dots not repeated):

$$\begin{pmatrix}E_0&\frac{a-3b}{2\sqrt2}&-\frac a4+\frac b2\\ \cdot&E_1-\frac a4-b&\sqrt2\left(\zeta+\frac a4+\frac b4\right)\\ \cdot&\cdot&E_S-b\end{pmatrix}$$

For $F=\frac32$, in the order $^3P_1,{}^3P_2,{}^1P_1$:

$$\begin{pmatrix}E_1+\frac a8+\frac b2&\sqrt5\left(\frac a8-\frac{3b}{20}\right)&\sqrt2\left(\zeta-\frac a8-\frac b8\right)\\ \cdot&E_2-\frac{3a}8-\frac{3b}5&\sqrt{10}\left(\frac a8-\frac b{40}\right)\\ \cdot&\cdot&E_S+\frac b2\end{pmatrix}$$

For $F=\frac52$ there is one level, $E_2+\frac a4+\frac{2b}5$. The count is $3\cdot2+3\cdot4+6=24$.

Between states of different $J$,

$$\langle J|[H,\mathbf J^2]|J'\rangle=[J'(J'+1)-J(J+1)]H_{JJ'},$$

which is nonzero for the elements above. So $J$ is not a good quantum number of the manifold. The $F=\frac52$ level is an exception: within this configuration it has no partner and keeps $J=2$.

**Numbers**

With $k=-0.4060$ GHz, $a=\frac{64}3k=-8.66$ GHz and $b=k/24=-0.017$ GHz; also $\zeta=10.3$ GHz. These are hydrogenic estimates. In the real atom exchange contracts the triplet 2p orbital, and correlated wavefunctions give $a\approx-8.56$ GHz, $b\approx-0.028$ GHz within the triplet and $\zeta\approx12$ GHz; the $J$ weights found below change by less than 0.001. The level separations are inputs here, not predictions. I take their rough known sizes: 30 GHz for $^3P_0$–$^3P_1$, 2.3 GHz for $^3P_1$–$^3P_2$, and 61 000 GHz between singlet and triplet. The zero is $E_2=0$, so $E_1=2.3$ GHz and $E_0=32.3$ GHz.

The triplet part of the $F=\frac32$ block is, in GHz,

$$\begin{pmatrix}1.21&-2.42\\-2.42&3.26\end{pmatrix}.$$

The coupling exceeds the difference of the diagonal elements, $\Delta=2.05$ GHz. For a $2\times2$ matrix with coupling $V$, the eigenvectors are $(\cos\theta,\sin\theta)$ and $(-\sin\theta,\cos\theta)$ with $|\tan2\theta|=2|V|/\Delta$, so the smaller weight is

$$\sin^2\theta=\frac12\left[1-\frac{\Delta}{\sqrt{\Delta^2+4V^2}}\right]=\frac12\left[1-\frac{2.05}{5.25}\right]=0.30 .$$

The full block gives levels at $-0.4$ GHz (70% $^3P_1$, 30% $^3P_2$) and $4.9$ GHz (the reverse). In the lower one $\langle\mathbf J^2\rangle=0.70\cdot2+0.30\cdot6=3.2$, neither 2 nor 6. Your first-order scheme keeps just the diagonal and puts this level at 1.2 GHz, an error of 1.6 GHz on a fine-structure interval of 2.3 GHz. Changing that interval by 0.05 GHz moves the weights by about 0.004, so the strong mixing does not hang on the rounding.

For $F=\frac12$, $V=-3.04$ GHz faces a gap of 27.8 GHz, and the smaller weight is 1.2%. This is the weak-coupling regime, where the formula reduces to $V^2/\Delta^2$. There $J$ is a fair label, though not an exact one.

The opposite limit is also instructive. If the contact term dominated the triplet intervals while the singlet stayed remote, $K$ would become the good label. From $v=-\sqrt5u$, the $F=\frac32$ weights would be $\frac16$ and $\frac56$. The real mixing is larger than $\frac16$ because fine structure and contact energy oppose each other on the diagonal: neglecting $b$, the difference is $E_1-E_2+a/2=2.3-4.3=-2.0$ GHz. Equal mixing would occur if the interval were $|a|/2$.

**Is the singlet to blame?**

No. With $a=b=0$, $\zeta$ mixes $^1P_1$ with $^3P_1$, which spoils $S$ but conserves $J$. Conversely, the triplet block above mixes $J$ with no singlet present.

The singlet does shift the levels. If $\mathbf v$ is a triplet eigenvector and $\mathbf w$ the singlet column, second-order perturbation theory gives $-(\mathbf w\cdot\mathbf v)^2/(E_S-E)$. For the lower $F=\frac32$ level,

$$\mathbf w\cdot\mathbf v=16.09\cdot0.834-3.42\cdot0.552=11.5\ \text{GHz},$$

and the shift is $-11.5^2/61\,000=-0.0022$ GHz, or about $-2$ MHz. The singlet weight is about $4\times10^{-8}$. With the correlated couplings these become about $-3$ MHz and $5\times10^{-8}$. You can drop $^1P_1$ when finding the $J$ mixing, but not when you want levels to a MHz. If you insert precise measured fine-structure intervals, remember that they already contain the shift $-2\zeta^2/(E_S-E_1)$ of $^3P_1$. It is $-3.5$ MHz with the hydrogenic $\zeta$ and about $-4.7$ MHz with the real $\zeta\approx12$ GHz. Add $2\zeta^2/(E_S-E_1)$, with the $\zeta$ used in the matrix, to $E_1$ first, or this shift is counted twice.

This model itself does not reach that accuracy. Besides the rough intervals, it omits the electron's anomalous moment, nuclear recoil, the distortion of the 1s orbital by the 2p electron, the difference between the singlet and triplet 2p orbitals (so that one $b$ cannot serve all elements) and all other configurations. The numerical output below gives the complete blocks and levels; its extra digits serve for checking the arithmetic.

## Computed values

```
Hartree frequency: 6579683.920 GHz
helion moment: -2.127625 nuclear magnetons; g_I = -4.255251
k: -0.405996 GHz (times atomic-unit r^-3)
1s density at nucleus: 2.546479 a0^-3
2p mean r^-3: 0.041667 a0^-3; enclosed charge q: 0.8192
contact a: -8.6613 GHz; dipole b: -0.01692 GHz
singlet-triplet spin-orbit zeta: 10.2894 GHz
rough input 3P0-3P1: 30 GHz; 3P1-3P2: 2.3 GHz
rough input singlet-triplet: 61000 GHz
norm of [H,J^2]: 49.684 GHz; fine structure only: 3.7e-11 GHz
block F=1/2 (3P0,3P1,1P1), GHz:
       32.3000       -3.0443        2.1569
       -3.0443        4.4822       11.4832
        2.1569       11.4832    61000.0169
block F=3/2 (3P1,3P2,1P1), GHz:
        1.2089       -2.4152       16.0855
       -2.4152        3.2581       -3.4223
       16.0855       -3.4223    60999.9915
F=1/2: diagonal gap 27.8178 GHz, coupling -3.0443 GHz, minority weight 0.01156
F=1/2 level 4.1507 GHz: 3P0 0.01156, 3P1 0.98844, 1P1 3.647e-08
  singlet shift -0.002225 GHz, second-order estimate -0.002225 GHz
F=1/2 level 32.6292 GHz: 3P0 0.98844, 3P1 0.01156, 1P1 2.225e-10
  singlet shift -0.000014 GHz, second-order estimate -0.000014 GHz
F=1/2 level 61000.0192 GHz: 3P0 0.00000, 3P1 0.00000, 1P1 1.000e+00
F=3/2: diagonal gap 2.0492 GHz, coupling -2.4152 GHz, minority weight 0.30473
F=3/2 level -0.3922 GHz: 3P1 0.69566, 3P2 0.30434, 1P1 3.572e-08
  singlet shift -0.002178 GHz, second-order estimate -0.002177 GHz
F=3/2 level 4.8548 GHz: 3P1 0.30434, 3P2 0.69566, 1P1 3.697e-08
  singlet shift -0.002256 GHz, second-order estimate -0.002257 GHz
F=3/2 level 60999.9960 GHz: 3P1 0.00000, 3P2 0.00000, 1P1 1.000e+00
F=5/2 level -2.1721 GHz: 3P2 weight 1 by symmetry
3P1-3P2 = 2.25 GHz: lower F=3/2 level has 3P1 0.6997, 3P2 0.3003
3P1-3P2 = 2.35 GHz: lower F=3/2 level has 3P1 0.6916, 3P2 0.3084
```
